# Macroscopic absorption and energy loss from one Bethe-Salpeter exchange term

In a model insulator, computed on a coarse mesh of wave vectors, the highest absorption peak, meaning the maximum of the imaginary part of the macroscopic dielectric function, lies at 6.82 eV, while the highest peak of the energy-loss function lies at 9.14 eV. At the absorption peak the loss function is only 0.09; at its own peak it reaches 4.94. Both curves come from Bethe-Salpeter matrices with the same bands and the same electron-hole attraction. They differ in one term of the exchange kernel, the component of the Coulomb interaction with zero reciprocal vector. Why does one term separate the two measurements, and why does it not fade away in the optical limit, where the density carried by each pair vanishes?

## What is to be shown

Hartree atomic units are used in the formulas, and time dependence is $e^{-i\omega t}$ with $\omega$ standing for $\omega+i\eta$, $\eta>0$. Let $\mathbf q$ be a wave vector in the first Brillouin zone, $\mathbf G$ a reciprocal lattice vector, and

$$v_G=\frac{4\pi}{|\mathbf q+\mathbf G|^2},\qquad v_0=\frac{4\pi}{q^2}.$$

An external potential energy $\phi_{\rm ext}e^{i\mathbf q\cdot\mathbf r}$ acts on the electrons. It induces a density with components $n_G$, and $\chi_{00}$ is defined by $n_0=\chi_{00}\phi_{\rm ext}$. The total potential then has the macroscopic component

$$\phi_0=\phi_{\rm ext}+v_0n_0=(1+v_0\chi_{00})\phi_{\rm ext}.$$

The macroscopic dielectric function is the ratio of external to total macroscopic potential, so

$$\frac1{\varepsilon_M}=1+v_0\chi_{00}. \tag{1}$$

Energy loss measures this inverse. The power per volume delivered by the external potential is the average of $(\partial_t\phi)\,\delta n$, which for complex amplitudes is

$$\tfrac12{\rm Re}\left[(-i\omega\phi_{\rm ext})^*\chi_{00}\phi_{\rm ext}\right]=-\tfrac{\omega}{2}|\phi_{\rm ext}|^2\,{\rm Im}\,\chi_{00}.$$

By (1), ${\rm Im}\,\chi_{00}={\rm Im}(1/\varepsilon_M)/v_0$. A fast charge supplies an external potential, and its loss is therefore governed by $-{\rm Im}(1/\varepsilon_M)$.

Now let $\bar v$ equal $v$ except that $\bar v_0=0$, and let $\bar\chi$ be the response computed with $\bar v$ in the exchange kernel. The claim is

$$\varepsilon_M=1-v_0\bar\chi_{00}. \tag{2}$$

The components with $\mathbf G\ne0$ stay in both calculations, and so does every component of the screened attraction $W$.

## First derivation: which potential drives the electrons

Let $P$ be the irreducible response, which gives the density caused by the total potential, including the attraction between electron and hole but no Hartree feedback:

$$n_G=\sum_{G'}P_{GG'}\phi_{G'},\qquad \phi_G=\phi_{\rm ext}\delta_{G0}+v_Gn_G .$$

Eliminating all of $\phi_G$ in favour of $\phi_{\rm ext}$ gives $\chi=P+Pv\chi$, the response with the full interaction. Instead, keep $\phi_0$ as the driving quantity and eliminate only the microscopic potentials, for which $\phi_G=v_Gn_G$. In vector form, with $e_0$ the unit vector of the component $\mathbf G=0$,

$$n=P(e_0\phi_0+\bar v n)\quad\Rightarrow\quad n=(1-P\bar v)^{-1}Pe_0\,\phi_0=\bar\chi e_0\phi_0 .$$

The matrix $\bar\chi=(1-P\bar v)^{-1}P$ satisfies $\bar\chi=P+P\bar v\bar\chi$. It is the response with the head of the exchange removed, and its element $\bar\chi_{00}$ relates $n_0$ to the total macroscopic potential. Inserting $n_0=\bar\chi_{00}\phi_0$ into the definition of $\phi_0$,

$$\phi_0=\phi_{\rm ext}+v_0\bar\chi_{00}\phi_0
\quad\Rightarrow\quad
\frac{\phi_{\rm ext}}{\phi_0}=1-v_0\bar\chi_{00},$$

which is (2). Removing the head changes the question from "what does an external charge do?" to "what does the average field inside the crystal do?"

The surviving components of $\bar v$ are the local fields. If they were removed too, $\bar\chi_{00}$ would become $P_{00}$ and (2) would give $\varepsilon_{00}=1-v_0P_{00}$, an element of the dielectric matrix and not $\varepsilon_M$.

## The optical limit

Since $v_0$ diverges as $q\to0$, the product with the pair densities needs care. For a band Hamiltonian $h=p^2/2+V(\mathbf r)$ and $\mathbf q$ along $x$, consider a valence state $v$ at $\mathbf k$ and a conduction state $c$ at $\mathbf k+\mathbf q$, with $\rho_0=\langle v|e^{-iqx}|c\rangle$. Because $p_xe^{-iqx}=e^{-iqx}(p_x-q)$,

$$[h,e^{-iqx}]=e^{-iqx}\left(-qp_x+\tfrac12q^2\right).$$

Taking the matrix element, the left side is $(E_v-E_c)\rho_0$. Hence

$$(E_c-E_v)\rho_0=q\langle v|e^{-iqx}p_x|c\rangle-\tfrac12q^2\rho_0,
\qquad
\rho_0\to\frac{q\,\langle v|p_x|c\rangle}{E_c-E_v}.$$

The last term is of order $q^3$, since $\rho_0$ itself is of order $q$. It follows that

$$v_0|\rho_0|^2\to\frac{4\pi|\langle v|p_x|c\rangle|^2}{(E_c-E_v)^2},$$

which is finite. The small pair density is compensated by the long range of the Coulomb force. A nonlocal potential replaces $p_x$ by the velocity $i[h,x]$. The limit depends on the direction of $\mathbf q$: it yields $\hat{\mathbf q}\cdot\varepsilon\cdot\hat{\mathbf q}$, a single number in a cubic crystal. The argument is for an insulator at fixed $\omega$; a metal also has transitions within a band, whose energies vanish with $q$.

## Second derivation: poles and zeros of the pair matrix

This route starts from the Bethe-Salpeter equation in its pair basis. A pair $p$ consists of a state $n$ at $\mathbf k$ and a state $m$ at $\mathbf k+\mathbf q$, one filled and one empty. Let $\Delta_p=E_m-E_n$ and $F_p=f_n-f_m=\pm1$. Resonant pairs have $F_p=1$, antiresonant pairs $F_p=-1$. Write the change of the density matrix per spin as $\sum_pc_p\psi_m(\mathbf r)\psi_n^*(\mathbf r')$. The linearized equation $i\dot\gamma=[h,\gamma]$ gives

$$\omega c_p=\Delta_pc_p+F_p\,\delta h_p ,$$

where $\delta h_p=\langle m|\delta h|n\rangle$. With $\rho_p(G)=\langle n|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|m\rangle$ and crystal volume $V$, the density of both spins is

$$n_G=\frac2V\sum_p\rho_p(G)c_p .$$

The change $\delta h$ has three parts: the external potential, the Hartree potential $v_Gn_G$, and the change of a static screened-exchange self-energy, $-W(\mathbf r,\mathbf r')\,\delta\gamma(\mathbf r,\mathbf r')$. The change of $W$ itself is neglected. Multiplying the equation of motion by $F_p$, with $F_p^2=1$, gives

$$(\omega F-A)c=\rho_0^\dagger\phi_{\rm ext},\qquad
A=F\Delta+\frac2V\sum_Gv_G\,\rho_G^\dagger\rho_G-W .$$

Here $\rho_G$ is the row of the numbers $\rho_p(G)$, and $W$ in $A$ is the matrix of the attraction between pairs. The Hartree part is what the Bethe-Salpeter equation calls exchange. Let $\bar A$ be $A$ without the term $G=0$, and put $\kappa=2v_0/V$, $D=\omega F-A$, $\bar D=\omega F-\bar A$. Then

$$D=\bar D-\kappa\rho_0^\dagger\rho_0,\qquad
v_0\chi_{00}=\kappa\rho_0D^{-1}\rho_0^\dagger,\qquad
v_0\bar\chi_{00}=\kappa\rho_0\bar D^{-1}\rho_0^\dagger .$$

For a column $x$ and a row $y$, the matrix $xy$ has the one possibly nonzero eigenvalue $yx$, so $\det(1-xy)=1-yx$. Factor $\bar D$ out of $D$, and then $D$ out of $\bar D$:

$$\frac{\det D}{\det\bar D}=\det(1-\kappa\bar D^{-1}\rho_0^\dagger\rho_0)=1-v_0\bar\chi_{00},$$

$$\frac{\det\bar D}{\det D}=\det(1+\kappa D^{-1}\rho_0^\dagger\rho_0)=1+v_0\chi_{00}.$$

The two ratios are reciprocal. Since the second is $1/\varepsilon_M$ by (1), the first is $\varepsilon_M$, which proves (2) again.

This form also locates the levels. The determinant of $\omega F-A$ equals $\det F\prod_j(\omega-\lambda_j)$, where $\lambda_j$ are the eigenvalues of $FA$. With $\bar\lambda_j$ those of $F\bar A$,

$$\varepsilon_M(\omega)=\prod_j\frac{\omega-\lambda_j}{\omega-\bar\lambda_j}. \tag{3}$$

Excitations computed without the head are poles of $\varepsilon_M$ and appear in absorption. Those computed with it are zeros, and appear in loss. States with no macroscopic density are common to both sets and cancel.

With time-reversal symmetry the levels come in pairs $\pm\lambda$. At zero frequency (3) then becomes a generalized Lyddane-Sachs-Teller relation,

$$\varepsilon_M(0)=\prod_{\lambda_j>0}\frac{\lambda_j^2}{\bar\lambda_j^2}. \tag{4}$$

If $\bar A$ is positive definite, the energies are real and the positive ones cannot fall when the head is added. Indeed, the values $1/\lambda$ are the stationary values of $x^\dagger Fx/x^\dagger Ax$. The added term $\kappa|\rho_0x|^2$ can only increase the denominator, so by the minimax principle no positive $1/\lambda$ can rise.

## The numbers of the example

The crystal is simple cubic with lattice constant 0.30 nm and potential $-U(\cos+\cos+\cos)$, one cosine per axis with the lattice period, $U=9$ eV. One band is filled, three conduction bands are kept, and $W$ is the Coulomb interaction divided by 2, its divergent zero-momentum term being averaged over a sphere with the volume of one mesh cell. The Bloch functions were found by diagonalization in plane waves. On a $5^3$ mesh of wave vectors this gives 750 coupled pairs, and 125 vectors $\mathbf G$ were used. The optical limit was taken at $q=2.1\times10^{-4}$ nm$^{-1}$ along a cube axis, and the spectra have $\eta=0.3$ eV.

Without the head, the static response gives $\varepsilon_M(0)=2.0645$. With it, the static inverse is 0.4844, and $1/0.4844=2.064$. The level product (4), from the eigenvalues of the two matrices, is also 2.0645. Omitting the local fields would give 3.03, so they matter greatly here.

The absorption coefficient, which also depends on the refractive index, peaks slightly above the maximum of ${\rm Im}\,\varepsilon_M$, at 6.99 eV. At the maximum of ${\rm Im}\,\varepsilon_M$ itself, called the absorption peak here, $\varepsilon_M=1.285+10.972i$. The loss function there is

$$\frac{{\rm Im}\,\varepsilon_M}{|\varepsilon_M|^2}=\frac{10.972}{1.285^2+10.972^2}=0.090 .$$

A strong absorber screens the external charge well, and so the loss is weak. At the loss peak $\varepsilon_M=0.024+0.199i$, close to a zero, and the same ratio is about 4.9.

The brightest level without the head lies at 6.817 eV and is threefold degenerate, as a polarization vector in a cubic crystal must be. With the head, two members remain at this energy. Their polarization is perpendicular to $\mathbf q$, their macroscopic density vanishes, and the added term does not touch them. The brightest longitudinal level lies at 9.136 eV. If this pair of energies exhausted (4), the dielectric constant would be $(9.136/6.817)^2=1.80$. The other levels supply the remaining factor, $2.0645/1.80=1.15$.

The loss peak lies below the smallest pair energy on this mesh, 9.49 eV, but above the direct gap of the continuous band structure, 8.84 eV. It therefore cannot be called a bound state on this evidence. A $6^3$ mesh moves the absorption peak to 6.72 eV, the loss peak to 8.83 eV and $\varepsilon_M(0)$ to 2.08. The loss peak then lies almost exactly at the direct gap. On a $7^3$ mesh this maximum falls to 8.62 eV, below the gap, and another one, at 10.80 eV, becomes the highest. On a $10^3$ mesh the two lie at 8.35 and 9.71 eV. Neither the position nor the height of the highest loss peak is converged. The lower maximum falls in height from 4.94 on the $5^3$ mesh to 3.9 on $6^3$, where a maximum at 11.48 eV is equally high, and to 2.1 on $10^3$; the upper maxima keep moving with the mesh and reflect the discrete sampling of the pair continuum. The absorption peak (6.62 eV on $10^3$) and $\varepsilon_M(0)$ (2.09) change much less, but they depend on the treatment of the zero-momentum term of $W$: a lattice-sum value in place of the sphere average lowers the absorption peak by 0.18 eV on $5^3$ and by 0.08 eV on $10^3$. The extra digits above serve to compare results on one mesh, not to predict the infinite crystal.

## Large frequency and the strength of the two spectra

A second limit shows what the head leaves unchanged. Expanding for large $\omega$,

$$D^{-1}=\frac F\omega+\frac{FAF}{\omega^2}+\cdots .$$

Time reversal pairs each resonant transition with an antiresonant one of equal $|\rho_0|^2$, so $\rho_0F\rho_0^\dagger=0$ and the first term drops out of $\chi_{00}$. In the second term of $v_0\chi_{00}$ the head contributes $\kappa^2|\rho_0F\rho_0^\dagger|^2=0$. Hence $v_0\chi_{00}$ and $v_0\bar\chi_{00}$ share the leading form $M/\omega^2$, with $M=\kappa\rho_0FAF\rho_0^\dagger$, and

$$\int_0^\infty\omega\,{\rm Im}\,\varepsilon_M\,d\omega=\int_0^\infty\omega\left(-{\rm Im}\frac1{\varepsilon_M}\right)d\omega=\frac{\pi M}2 .$$

The head moves strength upward in energy without changing this moment.

For all electrons in a complete basis, $M$ should equal the squared plasma energy, here $(10.1\ \text{eV})^2$. Without $W$ the example reaches 97 percent of it; with $W$, 59 percent. Since $M$ is linear in $A$, this drop comes entirely from the $-W$ term. The model adds $W$ to the pair equation but leaves its local band Hamiltonian without the matching self-energy. Its first moment with $W$ is therefore too low, although (2) is unaffected.

## Where the result fails: the Tamm-Dancoff approximation

The Tamm-Dancoff approximation drops the blocks that couple resonant and antiresonant pairs. The head then no longer adds a single rank-one term but two, one in each block, and the determinant argument fails. In the first derivation the fault is equally visible: the macroscopic potential made by all pairs must act on all pairs, whereas here each kind feels only its own density.

One pair of each kind shows the effect. Let both have energy $e$ without the head and let $\kappa|\rho_0|^2=g$. Then

$$v_0\bar\chi_{00}=\frac g{\omega-e}-\frac g{\omega+e}=\frac{2ge}{\omega^2-e^2},$$

and $\varepsilon_M=0$ at $\omega^2=e^2+2eg$. With the head and full coupling, $A$ has diagonal elements $e+g$ and off-diagonal elements $g$. Its levels obey $\omega^2=(e+g)^2-g^2$, the same result. Without the coupling the level is $\omega=e+g$, which is too high because $(e+g)^2$ exceeds $e^2+2eg$ by $g^2$.

In the crystal the approximation puts the loss peak at 9.34 eV if $\varepsilon_M$ is computed without the head and then inverted, but at 13.22 eV if the head is kept. In the first case a second maximum, at 12.82 eV, is almost equally high. The fully coupled value is 9.14 eV. The large jump is a change in which maximum is highest. The fully coupled loss function has its two main maxima at 9.14 and 12.48 eV; the approximation with the head kept has them at 9.74 and 13.22 eV, and there the second is the higher. The one-pair formula gives about two thirds of the first shift, from 9.14 to 9.74 eV: the levels 6.817 and 9.136 eV give $g=2.71$ eV and $e+g=9.53$ eV. The static constant suffers more. It is 2.23 without the head and 4.21 with it, against the fully coupled 2.06. Which maximum is highest depends on the mesh: on $10^3$ it lies at 11.75 eV after inversion and at 12.03 eV with the head kept, against 9.71 eV fully coupled. For this crystal inversion stays closer to the coupled result in the static constant and in the positions and heights of the maxima, but it does not reliably place the highest one.

## What each derivation assumes

Both derivations assume linear response, a periodic crystal and the same irreducible physics in the two calculations. Altering $W$ in both would change the spectra but not their reciprocity; altering it in one would destroy the comparison. Both hold at finite $q$ in the first zone, not just in the optical limit.

The first derivation needs only $P$ and the inverse of $1-P\bar v$, which fails to exist at an undamped absorption energy. It allows a frequency-dependent attraction and does not require real excitation energies. It explains the removed term as a choice of driving field, but says nothing about individual levels.

The second assumes a static $W$, a finite pair basis with both signs of $F$, and invertible matrices at the chosen complex frequency. In return it identifies absorption energies with poles and loss energies with zeros, and gives (4). Its statement about upward shifts needs the further condition that $\bar A$ is positive definite.

## Beside a real gate oxide

The model's direct gap near 9 eV and electronic dielectric constant near 2 are in the rough range of a wide-gap gate oxide such as silicon dioxide. The model's smallest gap, however, is indirect and only 6.19 eV, and its loss peak is far too low: such oxides have their main bulk loss peak somewhat above 20 eV. The model holds two electrons per cell, with a plasma energy of 10.1 eV, and an oxide has a much denser valence shell. The attraction lowers the loss peak as well: on the $5^3$ mesh, without $W$ the first loss maximum lies at 11.62 eV and the highest at 15.78 eV. The absorption peak, 2.0 eV below the direct gap, also shows that the attraction is strong. Dividing the Coulomb interaction in $W$ by 3 instead of 2, with all else fixed, moves the absorption peak to 8.03 eV and the first loss maximum from 9.14 to 10.06 eV; a second maximum, at 13.66 eV, is then slightly higher. These are again $5^3$ values; on $10^3$ the same change moves the absorption peak from 6.62 to 7.73 eV. The absorption peak thus depends more on the choice of screening than on the meshes tried here. A loss measurement also collects finite momenta: at $q=1$ nm$^{-1}$ along a cube axis the model's peak is at 9.17 eV, a shift of only 0.03 eV, while at 4 nm$^{-1}$ this maximum moves to 9.49 eV and a different one, at 10.77 eV, becomes the highest; the position of the highest maximum there is mesh dependent (10.08 eV on $6^3$, 11.58 eV on $8^3$). The direct polarizability of the lattice, with a rough vibration energy of 0.13 eV and a rough static contribution of 2, changes $\varepsilon_M$ at the absorption peak by only about $2(0.13/6.82)^2=7\times10^{-4}$. Vibrations also shift and broaden the electronic levels, which can matter far more near a sharp peak; the model leaves this out. Disorder and the surfaces of a thin film break the assumption of a periodic bulk crystal; their effect was not calculated.
